# Compressibility of an Isolated Moiré Band and Its Gate-Capacitance Signature, part 2

A two-dimensional layer with a moiré band lies between a top and a bottom gate. The aim is to find its thermal density of states $D_T=dn/d\mu$ from three capacitances per area: $C_t$ (top gate to layer), $C_b$ (bottom gate to layer) and $C_p$ (gate to gate through the layer). Symmetry and two limits suggest, but do not prove,

$$D_T=C_t+C_b+\frac{C_tC_b}{C_p}.\tag{1}$$

Here $n$ is the electron density and $\mu$ the chemical potential from the band bottom. For noninteracting electrons in the band $E(\mathbf k)$, with $g$ degenerate copies, density of states $D(E)$ and $f(\epsilon)=1/(e^{\epsilon/kT}+1)$,

$$D_T(\mu)=\frac{dn}{d\mu}=g\int\!\frac{d^2k}{(2\pi)^2}\,[-f'(E-\mu)]=\int\!dE\,D(E)[-f'(E-\mu)].\tag{2}$$

A full band holds $n_s=g/A_m$, with $A_m$ the moiré cell area. The filling is $\nu=n/n_s$ and the compressibility $K=D_T/n^2$.

The layer is a thin sheet at potential $\phi$, grounded through a contact, so $\phi=\mu$. The gates, at $V_t$ and $V_b$, carry charges per area $Q_t=c_t(V_t-\phi)$ and $Q_b=c_b(V_b-\phi)$. Each geometric capacitance $c_t$, $c_b$ follows from the thicknesses $d_i$ and dielectric constants $\varepsilon_i$ of the sheets between gate and layer:

$$\frac1c=4\pi\sum_i\frac{d_i}{\varepsilon_i}.\tag{11}$$

Neutrality gives

$$n(\mu)=c_t(V_t-\mu)+c_b(V_b-\mu).\tag{12}$$

The algebra uses atomic units with $e=1$; numerically, 1 $e$/(V Å$^2$) corresponds to 1 eV$^{-1}$Å$^{-2}$.

The example has mass $0.5\,m_e$, $g=2$ and a triangular cosine potential of period 100 Å and amplitude parameter $V_0=0.01$ eV. Its lowest band has width $W=0.001591$ eV, with a gap of about 0.0297 eV above it; $A_m=8660.3$ Å$^2$, $n_s=2.3094\times10^{-4}$ Å$^{-2}$ and $kT=0.0002$ eV.

The closing list also reports band checks: $D(E)$ from an energy contour, the Sommerfeld term $\frac{\pi^2}{6}(kT)^2D''(\mu)$, and, for $kT\gg W$, the ratio of $D_T$ to its flat-band limit $n_s\nu(1-\nu)/kT$.

### The three readings

Change the voltages slightly. The left side of (12) changes by $D_T\,\delta\mu$. Collecting the terms in $\delta\mu$,

$$\delta\mu=\frac{c_t\,\delta V_t+c_b\,\delta V_b}{S},\qquad S=c_t+c_b+D_T.\tag{13}$$

Define $C_t=\partial n/\partial V_t$, $C_b=\partial n/\partial V_b$ and $C_p=-\partial Q_b/\partial V_t$. The first two follow from $\delta n=D_T\delta\mu$. The third follows from $\delta Q_b=-c_b\,\delta\mu$ at fixed $V_b$:

$$C_t=\frac{c_tD_T}{S},\qquad C_b=\frac{c_bD_T}{S},\qquad C_p=\frac{c_tc_b}{S}.\tag{14}$$

The minus sign in the definition makes $C_p$ positive here: raising the top gate raises $\phi$ and lowers $Q_b$. Exchanging the gates gives the same $C_p$.

These are the terminal capacitances of a star. Its arms $c_t$, $c_b$ and $D_T$ meet at the internal potential $\phi$. The terminal of the third arm is the layer contact, and the energy needed to fill band states acts as a capacitor in that arm.

### Removing the geometry

From (14),

$$C_t+C_b=\frac{D_T(c_t+c_b)}{S},\qquad\frac{C_tC_b}{C_p}=\frac{c_tc_bD_T^2}{S^2}\cdot\frac{S}{c_tc_b}=\frac{D_T^2}{S}.$$

Their sum is $D_T(c_t+c_b+D_T)/S=D_T$, so

$$\boxed{D_T=C_t+C_b+\frac{C_tC_b}{C_p}}\tag{15}$$

This confirms the form proposed in (1). No dielectric constant or gate distance enters, as long as the layer itself is a sheet of zero thickness. The same readings return the geometry. Since $C_tC_p/C_b=c_t^2/S$,

$$C_t+C_p+\frac{C_tC_p}{C_b}=\frac{c_t(D_T+c_b+c_t)}{S}=c_t,\tag{16}$$

and exchanging the labels gives $c_b$. In an implementation, $c_t$ and $c_b$ from (16) should not vary with filling. A variation shows that an assumption or a reading is wrong. Constancy does not prove that $C_p$ is clean. By (14), $C_t/C_b=c_t/c_b$ at every filling, so a fixed stray $C_s$ added to $C_p$ shifts (16) by the constant $C_s(1+c_t/c_b)$ and causes no variation.

The readings are needed per area. If the active area is unknown, (15) still gives the shape of $D_T$ against gate voltage. Its scale follows from the charge between the empty and the full band, which must be $n_s$ times the area.

### Two subtraction formulas

If both gates move together, the response is $C_t+C_b$, and (14) gives

$$\frac1{C_t+C_b}=\frac1{c_t+c_b}+\frac1{D_T}.\tag{17}$$

This is the familiar series rule. The density of states is the remainder after the geometric term is subtracted.

In a gap $D_T\to0$ and $C_p\to C_{p,\rm gap}=c_tc_b/(c_t+c_b)$. Subtracting the inverse of this value from $1/C_p=S/(c_tc_b)$ gives

$$\frac1{C_p}-\frac1{C_{p,\rm gap}}=\frac{D_T}{c_tc_b}.\tag{18}$$

Here the density of states is an additive signal with the gap as its zero. The scale factor $c_tc_b$ must still be known, for example from (16).

### Numerical example

The top dielectric is 200 Å thick with $\varepsilon=3$. The bottom one consists of 300 Å with $\varepsilon=3$ and 100 Å with $\varepsilon=4$. The sums in (11) are $200/3=66.7$ Å and $300/3+100/4=125$ Å. They give

$$c_t=8.2895\times10^{-5},\qquad c_b=4.4211\times10^{-5}\quad e/(\text{V Å}^2).$$

The readings were not generated from (14). The Poisson equation was discretized across the stack and solved together with the band filling. The resulting charges were then differenced over $\pm0.0005$ V in each gate voltage. With $V_b=0$:

| $V_t$ (V) | $\nu$ | $\mu$ (eV) | $D_T$ (eV$^{-1}$Å$^{-2}$) | $C_p$ ($10^{-8}e$/(V Å$^2$)) |
|---|---|---|---|---|
| 0.5 | 0.179 | 0.000486 | 0.0867 | 4.222 |
| 1.0 | 0.358 | 0.000875 | 0.1289 | 2.841 |
| 1.5 | 0.538 | 0.001155 | 0.1659 | 2.207 |
| 2.0 | 0.717 | 0.001397 | 0.1678 | 2.183 |
| 2.5 | 0.896 | 0.001702 | 0.0947 | 3.864 |

At $V_t=1.5$ V the other readings are $C_t=8.28318\times10^{-5}$ and $C_b=4.41770\times10^{-5}$ $e$/(V Å$^2$). Equation (15) gives

$$\frac{C_tC_b}{C_p}=\frac{(8.28318\times10^{-5})(4.41770\times10^{-5})}{2.20712\times10^{-8}}=0.16579,$$

$$D_T=0.16579+0.00013=0.16592\ \text{eV}^{-1}\text{Å}^{-2}.$$

The direct band sum (2) gives the same value. This is $1.659\times10^{15}$ eV$^{-1}$cm$^{-2}$, or a quantum capacitance of 266 µF/cm$^2$. With $n=0.5378\,n_s=1.242\times10^{-4}$ Å$^{-2}$, $K=1.076\times10^7$ Å$^2$/eV.

In all five rows, tests required (15), (16) and (18) to agree with the band sum or the geometry to a relative $10^{-4}$, and (17) to $10^{-5}$. All passed. The gap reading, taken with the band empty, was $2.8833\times10^{-5}$ $e$/(V Å$^2$).

Across the table $D_T$ changes by a factor 1.94, and $C_p$ by nearly the same factor in the opposite sense. In contrast, $C_t$ changes by 0.07%. The density of states is therefore plainly visible in the penetrating signal and almost hidden in the gate-to-layer signal.

### What errors do

Suppose first that $C_\Sigma=C_t+C_b$ is read too large by a relative error $x$, while $c_t+c_b$ is known exactly. Subtraction with (17) infers $D'$:

$$\frac1{D'}=\frac1{(1+x)C_\Sigma}-\frac1{c_t+c_b}=\frac1{D_T}-\frac{x}{1+x}\frac1{C_\Sigma}.$$

Multiplying by $D_T$, and using $D_T/C_\Sigma=1+D_T/(c_t+c_b)\equiv\alpha$ from (17),

$$\frac{D'}{D_T}=\frac{1}{1-\alpha x/(1+x)}.\tag{19}$$

At $V_t=1.5$ V, $\alpha=1306$. For $x=10^{-4}$ the denominator is $1-0.1306$, and the inferred density of states is 15% too large. At $x$ near $1/\alpha=8\times10^{-4}$ it diverges.

For the three-terminal formula, differentiate (15) and substitute (14):

$$\frac{\partial\ln D_T}{\partial\ln C_t}=\frac{c_t+D_T}{S},\quad\frac{\partial\ln D_T}{\partial\ln C_b}=\frac{c_b+D_T}{S},\quad\frac{\partial\ln D_T}{\partial\ln C_p}=-\frac{D_T}{S}.\tag{20}$$

For positive $D_T$ each has magnitude below one, so a small relative error in any one reading is not amplified. Independent errors of size up to $x$ in all three readings change $D_T$ by less than $3x$ to first order, since the three magnitudes add to less than three. The three add to one, so a common gain error $x$ rescales $D_T$ by $1+x$. The example gave 1.00010 for $x=10^{-4}$.

The weak point is an additive error. A stray capacitance $C_s$ between the gates, past the edge of the layer or through the wiring, replaces $C_p$ by $C_p+C_s$. For $D_T\gg c_t,c_b$ the inferred value is nearly $D_T/(1+C_s/C_p)$. Because $C_{p,\rm gap}/C_p=S/(c_t+c_b)=\alpha$, a stray of only $10^{-4}C_{p,\rm gap}$ equals $0.13\,C_p$. The computed result is 0.885 of the true value.

Thus (15) removes the need to calibrate the geometry, but not the need for shielding. A reference structure with the same electrodes and a thick grounded metal sheet in place of the layer has $C_p\to0$ by (14), so its reading estimates $C_s$.

### Contact resistance and excitation size

The layer must also charge through its contact. Let the contact have resistance $R$, the layer area $A$, and let the top gate carry a voltage $v$ proportional to $e^{i\omega t}$ with the bottom gate grounded. The layer's electrochemical voltage is then $v_l$ instead of zero. Seen from the terminals, the layer exchanges charge with the gates through $C_t$ and $C_b$, so current conservation reads

$$\frac{v_l}{R}=i\omega A\left[C_t(v-v_l)-C_bv_l\right]\ \Rightarrow\ v_l=\frac{C_t}{C_\Sigma}\,\frac{i\omega\tau}{1+i\omega\tau}\,v,\qquad\tau=RAC_\Sigma.$$

The bottom gate responds through $C_p$ to $v$ and through $C_b$ to $v_l$. The in-phase reading is

$$C_p^{\rm read}=C_p+\frac{C_tC_b}{C_\Sigma}\,\frac{(\omega\tau)^2}{1+(\omega\tau)^2}.\tag{21}$$

The second term acts as a stray capacitance. Relative to $C_p$, its prefactor is $0.16579/(1.270\times10^{-4})\approx1300$ at $V_t=1.5$ V. Even $\omega\tau=0.01$ would raise the reading by 13%. For an exactly in-phase reading the requirement is $\omega\tau\ll(C_\Sigma C_p/C_tC_b)^{1/2}$, here about 0.03, which is stricter than $\omega\tau\ll1$. The out-of-phase part has the same prefactor times $\omega\tau/[1+(\omega\tau)^2]$ and is $13\,C_p$ at $\omega\tau=0.01$, so a phase error of $1^\circ$ adds a further $0.23\,C_p$. A reading of the magnitude needs $\omega\tau\ll C_\Sigma C_p/C_tC_b$, here about $8\times10^{-4}$. Equation (21) treats a lumped contact. A resistive layer interior needs a distributed calculation.

The excitation must keep $\delta\mu$ well below $kT$, or the reading averages over a wider window. By (13), 0.0005 V on the top gate moves $\mu$ by $2.5\times10^{-7}$ eV at this filling, far below 0.0002 eV. In a gap the same voltage moves $\mu$ by $c_t/(c_t+c_b)=0.65$ of its value, or 0.0003 eV. The amplitude should therefore be chosen for the least compressible filling of interest.

### Real devices

The model leaves out interactions between the electrons. For a device with the period, dielectric constant and bandwidth of the example, this omission is not small. The Coulomb energy at one period, $1/(\varepsilon L)$ with $\varepsilon=3$ and $L=100$ Å, is 0.048 eV, thirty times $W$ and larger than the gap. Multiplied by $A_m$, it gives about 400 eV Å$^2$ as a scale for the interaction part of $d\mu/dn$, before screening by the gates. The band part is $1/D_T=6$ eV Å$^2$. Interactions can therefore change the inverse compressibility by tens of times its noninteracting value, and can change its sign. The value 0.166 eV$^{-1}$Å$^{-2}$ is a property of the model and not a forecast for such a device.

The circuit result is more general than the band model. Its derivation used $\delta n=(dn/d\mu)\,\delta\mu$ and the electrostatics, so (15) also returns an interacting $dn/d\mu$, provided that $\mu$ depends on $n$ alone and the uniform state is stable. The $\mu$ meant here is referred to the potential of a sheet of zero thickness. If the charge is spread uniformly and rigidly over a thickness $t$ in a medium $\varepsilon$, the potential averaged over the charge is higher by $2\pi nt/(3\varepsilon)$, and (15) returns $D'$ with $1/D'=1/D_T-2\pi t/(3\varepsilon)$. For $D_T=0.166$ eV$^{-1}$Å$^{-2}$ and $\varepsilon=3$ the two terms are equal at $t=0.6$ Å, and $t=6$ Å gives $D'=-0.018$ eV$^{-1}$Å$^{-2}$, while (16) is unchanged. For so large a $D_T$ the thickness of an atomic layer is therefore not negligible. If the displacement field also changes $\mu$, as it can when charge moves between sheets of a multilayer, further coefficients appear and three readings do not determine all the unknowns. For two uncoupled sheets, both tied to the contact, with mutual geometric capacitance $c_0$, (15) returns $D_1+D_2+D_1D_2/c_0$. With $D_1=D_2=0.083$ eV$^{-1}$Å$^{-2}$, a spacing of 3.5 Å and $\varepsilon=3$ this is 1.62 eV$^{-1}$Å$^{-2}$, ten times $D_1+D_2$.

Inhomogeneity changes the average. Consider patches much wider than the gate distances, with the same $c_t,c_b$ and all with $D_T\gg c_t,c_b$. The measured $C_p$ is then the area average of $c_tc_b/D_T$, so (15) returns nearly $1/\langle1/D_T\rangle$, with the brackets now an average over area. This harmonic mean gives most weight to the least compressible regions. The numerical output lists the remaining readings.

## Values computed for the example and the checks

```
mass 0.5 m_e, period 100 A, V0 0.01 eV, g 2
kT = 0.0002 eV
moire cell area = 8660.3 A^2
full-band density n_s = 2.3094e-04 A^-2
bandwidth W = 0.001591 eV
gap to next band = 0.029741 eV
saddle (M point) above bottom = 0.001404 eV
interpolation error = 1.1e-11 eV
plane-wave basis error = 8.5e-10 eV
half filling: mu = 0.001101 eV
half filling: dn/dmu = 0.15977 eV^-1 A^-2
half filling: K = 1.1983e+07 A^2/eV
K from pressure definition = 1.1983e+07 A^2/eV
contour test energy = 0.000636 eV
DOS, line integral = 0.0927415 eV^-1 A^-2
DOS, area derivative = 0.0927436 eV^-1 A^-2
cold test kT = W/80 = 1.9889e-05 eV
thermal shift at W/80 = 8.2885e-05 eV^-1 A^-2
Sommerfeld term at W/80 = 8.2419e-05 eV^-1 A^-2
shift/Sommerfeld term at kT=0.0001 eV = 1.1767
integral of dn/dmu over n_s = 1.00000000
peak of dn/dmu at mu = 0.0013 eV (grid 0.0001 eV)
peak dn/dmu = 0.17372 eV^-1 A^-2
filling at peak = 0.6453
hot band kT=5W: ratio to flat limit = 0.999239
hot band: predicted ratio = 0.999238
remote-band share of dn/dmu, mu as at half filling:
  kT=W: 8.291e-09, kT=5W: 9.164e-02
c_top = 8.2895e-05 e/(V A^2) = 0.1328 uF/cm^2
c_bot = 4.4211e-05 e/(V A^2) = 0.0708 uF/cm^2
C_p with empty band = 2.8833e-05 e/(V A^2)
V_bot = 0; columns: V_top (V), filling, mu (eV),
  dn/dmu from band, dn/dmu from capacitances (eV^-1 A^-2)
  0.5 0.1792 0.000486 0.086671 0.086671
  1.0 0.3585 0.000875 0.128869 0.128869
  1.5 0.5378 0.001155 0.165920 0.165920
  2.0 0.7171 0.001397 0.167756 0.167756
  2.5 0.8964 0.001702 0.094722 0.094722
columns: V_top (V), C_t, C_b, C_p in e/(V A^2)
  0.5 8.27739e-05 4.41461e-05 4.22227e-08
  1.0 8.28136e-05 4.41672e-05 2.84106e-08
  1.5 8.28318e-05 4.41770e-05 2.20712e-08
  2.0 8.28325e-05 4.41773e-05 2.18299e-08
  2.5 8.27842e-05 4.41515e-05 3.86390e-08
V_top=1.5 V: dn/dmu = 1.6592e+15 eV^-1 cm^-2
V_top=1.5 V: quantum capacitance = 265.833 uF/cm^2
V_top=1.5 V: K = 1.0757e+07 A^2/eV
error amplification of subtraction = 1306.37
relative reading error used = 0.0001
subtraction: inferred/true = 1.1502
three-terminal, common gain: inferred/true = 1.00010
three-terminal, stray 0.0001 C_p,gap: ratio = 0.8845
```
